# A voltage drop during charging does not prove negative capacitance

**Q:** I stepped a voltage source connected through a resistor to a ferroelectric capacitor. The film voltage rose, then fell for a few microseconds, while charge was still flowing in. Charge up, voltage down: $dQ/dV<0$. I have caught the film in a stabilized negative-capacitance state.

**A:** You have measured a negative ratio of two changes. Negative capacitance is a statement about states at rest: the equilibrium voltage decreases as the held charge increases. "Stabilized" adds that the circuit keeps the film in such a state. Let us see what the trace requires.

Take a film of thickness $d$ and electrode area $S$, with uniform field $E=V/d$. Let $\sigma$ be the charge per area on the electrode fed by the resistor, and $P$ the polarization, positive when it calls for positive charge there. Then

$$\sigma=CV+P,\qquad C=\varepsilon/d>0 .$$

$C$ is the capacitance per area at frozen polarization. Without leakage, the resistor supplies the current density

$$j=\frac{d\sigma}{dt}=\frac{V_S-V}{RS}.$$

Differentiating the first relation and inserting the second gives

$$C\frac{dV}{dt}=j-\frac{dP}{dt}.$$

So, with $j>0$, the voltage falls if and only if $dP/dt>j$. Dividing $d\sigma/dt$ by $dV/dt$ gives your ratio:

$$\frac{d\sigma}{dV}=\frac{C\,j}{j-dP/dt}.$$

It is negative whenever polarization takes up charge faster than the resistor delivers it. The shortfall comes off the dielectric part $CV$. Nothing has been assumed about why $P$ changes.

**Q:** That is bookkeeping. Can ordinary switching really outrun the supply, with no S-shaped charge-voltage curve behind it?

**A:** Here is a model without such a curve. The film starts at $P=-P_s$ and $V=0$. Reversed domains grow as circles from $N$ randomly placed nuclei per area, and each domain extends through the film. Their walls move at

$$v=v_0e^{-E_a/E}\qquad(E>0),$$

and there is no back-switching. Since the field is uniform, all circles have the same radius $r(t)$. A point is still unswitched if no nucleus lies within $r$ of it. For random nuclei that has probability $e^{-\pi Nr^2}$, overlaps included. With $h=r\sqrt{\pi N}$, the switched fraction $f$ and the polarization are

$$f=1-e^{-h^2},\qquad P=P_s(2f-1),$$

$$\frac{dh}{dt}=k(V)=\frac{e^{-E_ad/V}}{\tau_0},\qquad \tau_0=\frac{1}{v_0\sqrt{\pi N}} .$$

This holds for any history $V(t)$, because $h$ accumulates the actual wall motion. The chain rule gives

$$\frac{dP}{dt}=2P_s\cdot 2he^{-h^2}\,k(V).$$

The factor $2he^{-h^2}$ measures the length of free domain wall. It is small at first, grows with the circles, and shrinks when they merge.

The charge rises throughout: if $V$ reached $V_S$ during switching, $j$ would vanish and $C\,dV/dt=-dP/dt$ would be negative, so $V$ cannot cross $V_S$.

**Q:** Put numbers in. I want to see the fall, not just the possibility of it.

**A:** Take $d=10$ nm, a 50 µm square electrode, relative permittivity 30, $P_s=20$ µC/cm², $E_a=10$ MV/cm, 100 nuclei per µm² and $v_0=60$ m/s. Then $\tau_0=0.940$ ns and $C=2.656$ µF/cm². The source is 2.5 V and the resistor 10 kΩ, so the charging time $RSC$ is 0.664 µs.

Integrating the two rate equations gives a peak of 1.353 V at 0.58 µs, with only 0.8 % of the area switched. The voltage then falls to 1.135 V at 3.44 µs, where 40 % is switched. The drop is 0.217 V.

Where the fall is steepest, the resistor supplies 4.735 A/cm² and polarization takes up 6.160 A/cm². Hence

$$\frac{d\sigma}{dV}=2.656\times\frac{4.735}{4.735-6.160}=-8.8\ \mu\mathrm{F/cm^2}.$$

The charge between peak and floor also adds up. Polarization takes $40\times(0.4013-0.0077)=15.74$ µC/cm². The dielectric part gives back $2.656\times0.2173=0.58$ µC/cm². The difference, 15.17 µC/cm² to rounding, is what the resistor delivers: $19.07-3.90=15.17$ µC/cm². Your negative ratio appears in a film whose $C$ is positive at every instant.

**Q:** Then the rule is simple: if the film switches faster than the circuit can charge it, the voltage drops.

**A:** As a comparison of currents at one instant, yes. As a comparison of overall time scales, no. The film must also get from a rising voltage into the regime $dP/dt>j$. At a constant source voltage, differentiate the balance once more:

$$C\frac{d^2V}{dt^2}=-\frac{1}{RS}\frac{dV}{dt}-\frac{d^2P}{dt^2}.$$

At a turning point $dV/dt=0$, so $C\,d^2V/dt^2=-d^2P/dt^2$. A curved maximum therefore needs $d^2P/dt^2>0$: switching must be accelerating although the voltage is momentarily constant.

For the growing circles $k(V)$ is stationary at that moment, and only $h$ changes:

$$\frac{d^2P}{dt^2}=4P_sk^2\,(1-2h^2)\,e^{-h^2}.$$

This is positive for $h^2<1/2$, that is, for $f<1-e^{-1/2}=0.393$. The peak must lie below this fraction and the minimum above it. The run has them at 0.008 and 0.401.

Now remove growth. Let independent regions $i$, with positive weights $w_i$ adding to one, switch by $df_i/dt=k_i(V)(1-f_i)$, where $k_i$ vanishes at $V=0$. At a turning point,

$$\frac{d^2P}{dt^2}=-2P_s\sum_i w_ik_i^2(1-f_i)<0,$$

so every turning point would be a minimum. But $V$ starts upward, with $dV/dt=V_S/(RSC)$, and its first turning point could not be a minimum. There is none, and the voltage never drops, however large the rates. Integrations at 2, 10 and 40 kΩ, and one with a mixture of rates at 10 kΩ, gave no drop.

**Q:** So growth matters because a few small domains need a high field, while many long walls need less?

**A:** Yes, and that gives the floor of the drop. At the minimum $dP/dt=j$. It lies close to $h^2=1/2$, where the wall factor $2he^{-h^2}$ has its largest value, $\sqrt2\,e^{-1/2}=\sqrt{2/e}=0.858$. Near a maximum the factor is insensitive to the small offset in $h$, so to good accuracy

$$\frac{V_S-V}{RS}=2P_s\sqrt{\frac2e}\;\frac{e^{-E_ad/V}}{\tau_0}.$$

Solving for the exponential and taking the logarithm,

$$V=\frac{E_ad}{\ln\!\left[\dfrac{2P_sSR\sqrt{2/e}}{\tau_0\,(V_S-V)}\right]} .$$

Here $E_ad=10$ V and $2P_sS=1.000$ nC. With $V_S-V=1.365$ V on the right, the bracket is about 6680, its logarithm is 8.81, and $V=1.135$ V, as in the run.

The resistance sits inside the logarithm. With the source held at 2.5 V, the floors for 2, 10 and 40 kΩ are 1.356, 1.135 and 0.991 V. A trace that followed one static S-shaped curve $V(\sigma)$ through its dip would have the same floor, whatever the resistor. Do not turn this into a proof of the opposite, though: an S-shaped curve with internal damping, $V=V_{\rm eq}(\sigma)+\rho j$, also gives traces that depend on $R$.

**Q:** And if I make the resistor tiny, so that charge arrives almost at once? The drop should disappear.

**A:** Its depth goes to zero, but in proportion to $R$. For very small $R$ the film charges to nearly $V_S$ before much has switched. It then draws the switching current at that voltage, and this current causes an ohmic loss in the resistor. The depth tends to

$$\Delta V\simeq R\cdot 2P_sS\sqrt{2/e}\;k(V_S).$$

At 2.5 V, $k=e^{-4}/(0.940\ \mathrm{ns})=0.0195$ per ns, so the peak switching current is 16.7 mA. For 0.2 Ω, chosen only to reach this limit, the formula gives 3.34 mV and the integration 3.30 mV. The charging time is now far shorter than the switching time, yet the voltage still drops. This is why the comparison of overall time scales misleads.

**Q:** You chose nuclei that are all present at the start. Perhaps the drop depends on that.

**A:** Let them form continuously instead, at a rate $(N/\tau_0)e^{-E_a/E}$ per area. While $h$ advances by $ds$, $N\,ds$ nuclei appear per area. One born at $s$ later has radius $(h-s)/\sqrt{\pi N}$. The summed area of the circles, counted with overlaps, is

$$\int_0^h N\pi\,\frac{(h-s)^2}{\pi N}\,ds=\frac{h^3}{3},\qquad\text{so}\qquad f=1-e^{-h^3/3}.$$

With everything else fixed, the drop becomes 0.393 V.

The circle formula was also tested geometrically. The area covered by random circles, counted at sample points, agreed with $1-e^{-h^2}$ to 0.0008 in $f$. Using that counted coverage in the circuit gave a drop of 0.2171 V, against 0.2173 V.

**Q:** Fine, the trace does not decide. What if I interrupt it halfway down and probe the film?

**A:** Two probes are useful. First, inject a short extra charge. At the steepest part of the fall, 0.01 µC/cm² added in 1 ns raises the model's voltage by 3.74 mV compared with the undisturbed run. That is a capacitance of $+2.67$ µF/cm², while the trace shows $-8.8$ µF/cm² at the same moment.

The result is 0.7 % above $C$ because a little extra switching occurs during the pulse. Since $d\ln k/dV=E_ad/V^2=5.8$ per volt, the mean extra voltage of 1.87 mV raises the 6.16 A/cm² by about 0.067 A/cm². Over 1 ns that is 0.7 % of the injected charge.

Second, open the circuit. Now $\sigma$ is fixed and $C\,dV/dt=-dP/dt$. In the growth model the voltage continues down, from 1.316 V to 0.714 V after 10 µs. It has no positive resting value: at any $V>0$ the walls still move, and $V$ creeps towards zero, where $P=\sigma$. The creep is very slow: in the model 0.37 V remains after 1 s and 0.28 V after an hour. For every charge between $-P_s$ and $P_s$ that is reached by charging and then held, the limiting voltage is therefore zero. The resting curve is flat, not falling.

**Q:** So a positive answer to the short pulse would rule out negative capacitance?

**A:** Only if the polarization of the supposed S-shaped film could follow the pulse. If it is too slow, the pulse sees the positive background there as well. The resting voltage at several held charges is the more direct evidence. A negative slope there would support your claim, provided the voltage has stopped drifting, leakage and meter loading are negligible during the hold, and the same resting voltages appear when charge is removed as when it is added. The last condition guards against pinned walls. If small domains need a higher voltage to move, the film can come to rest at lower voltages as charge is added, without any falling equilibrium curve. Reading too early can mislead. In the growth model, a film opened at the floor starts at a lower voltage and has longer walls than one opened at the peak. After equal waits it therefore still shows the lower voltage at the larger charge, by 7.5 mV even after 1 s, although both are heading for zero. A drop during charging neither supports your claim nor refutes it.

**Q:** Suppose my film really does have an S-shaped equilibrium curve. Then at least the resistor stabilizes it while I watch.

**A:** It does not. Let the equilibrium voltage be $V_{\rm eq}(\sigma)$, and allow a series capacitor $C_s$ per area. Then

$$RS\,\frac{d\sigma}{dt}=V_S-V_{\rm eq}(\sigma)-\frac{\sigma}{C_s}.$$

Displace a steady state by a small $\delta$. The constant terms cancel, leaving

$$\frac{d\delta}{dt}=-\frac{1}{RS}\left[V_{\rm eq}'(\sigma)+\frac1{C_s}\right]\delta .$$

With a resistor alone the term $1/C_s$ is absent. On the falling branch $V_{\rm eq}'<0$, so $\delta$ grows. The resistance sets how quickly the film leaves the branch, not whether it leaves. Stability needs $1/C_s>|V_{\rm eq}'|$.

For a comparison film take

$$V_{\rm eq}=\frac{3\sqrt3}{2}E_cd\left[\left(\frac{\sigma}{P_s}\right)^3-\frac{\sigma}{P_s}\right],\qquad E_c=1.2\ \mathrm{MV/cm}.$$

Its capacitance at $\sigma=0$ is $-6.42$ µF/cm². With 10 kΩ alone, a deviation grows at 0.62 per µs. A series capacitor of 9 µF/cm² slows this to 0.18 per µs. One of 4 µF/cm² reverses it, to a decay at 0.38 per µs. This assumes uniform polarization; a film free to split into domains has further ways to leave the state.

**Q:** How close is your growing-circle film to a real one?

**A:** The thickness, permittivity, polarization and activation field are rough values in the regime of a hafnium-zirconium oxide capacitor. The nucleus density and $v_0$ are model choices. One weak assumption is uniformity, since the grains of a polycrystalline film can switch at different fields. A normal spread of 10 % in $E_a$ between regions cuts the drop from 0.217 V to 0.122 V; cutting the distribution off at three standard deviations gives 0.127 V, and at two 0.152 V. This treats each region as large compared with the 100 nm spacing of the nuclei; the grains of such films are typically only a few tens of nanometres across. If walls stop at the boundaries of circular grains and nuclei form continuously at the rate used above, the drop falls from 0.393 V to 0.24 V for 60 nm grains and 0.045 V for 30 nm grains, and it vanishes for 20 nm grains, because the film then approaches the independent-region case. So the model shows that a drop needs no S-shaped curve, not that growing domains cause the drop in a given real film. A dead layer 0.5 nm thick added to the 10 nm, with the film's permittivity and no trapped charge, cuts the 0.217 V to 0.117 V. This assumes a freshly poled film: at $V=0$ the layer leaves a depolarizing field of 0.36 MV/cm, which in the model switches 1 % of the area in about two minutes.

The onset is also idealized: at the peak the domains have a radius of 5 nm, less than the film thickness. Starting them at 3 nm gives 0.162 V. Each change was made alone, so these runs do not show what happens when they act together. Tunnelling is negligible for an assumed barrier of 2 eV, but leakage through defects is not modelled; 0.055 A/cm² would already be 1 % of the current at the floor. After switching, the field reaches 2.5 MV/cm, about 0.6 of a rough breakdown field. The remaining estimates are in the numerical output.

**Q:** Then what may I write about my trace?

**A:** That during the drop the polarization took up charge faster than the resistor supplied it, provided leakage was negligible. To claim negative capacitance you need the falling equilibrium curve. To claim that it was stabilized, you also need a circuit that can hold the film there, and a resistor alone cannot.

## Numbers as computed

```
Film: 10 nm thick, 50 um square, permittivity 30
Ps = 20 uC/cm2; activation field = 10 MV/cm
Nuclei = 100 per um2; wall velocity limit = 60 m/s
Growth time tau0 = 0.940 ns
Source = 2.5 V; resistor = 10 kohm
Film capacitance C = 66.4 pF = 2.656 uF/cm2
RC = 0.664 us; switching charge = 1.000 nC
Peak: t = 0.583 us, V = 1.3527 V, switched f = 0.0077
  charge supplied = 3.902 uC/cm2
  supply current = 4.589, dP/dt = 4.580 A/cm2
Fastest fall: t = 0.681 us, V = 1.3161 V, switched f = 0.0215
  charge supplied = 4.358 uC/cm2
  supply current = 4.735, dP/dt = 6.160 A/cm2
Floor: t = 3.437 us, V = 1.1354 V, switched f = 0.4013
  charge supplied = 19.069 uC/cm2
  supply current = 5.458, dP/dt = 5.458 A/cm2
Depth of voltage drop = 0.2173 V
Domain radius at peak = 4.97 nm
Turning fraction 1-exp(-1/2) = 0.3935
Apparent capacitance, trace = -8.832 uF/cm2
Apparent capacitance, formula = -8.832 uF/cm2
R = 2 kohm: peak 1.6190, floor 1.3561, floor formula 1.3560, depth 0.2629 V
R = 10 kohm: peak 1.3527, floor 1.1354, floor formula 1.1354, depth 0.2173 V
R = 40 kohm: peak 1.1739, floor 0.9908, floor formula 0.9908, depth 0.1831 V
R = 0.2 ohm: depth 3.300 mV, law 3.342 mV
First-order switching: largest drop = 0.0e+00 V
Random nuclei: largest coverage error = 0.0008
Random nuclei: depth = 0.2171 V
Continuous nucleation: depth = 0.3933 V
Probe pulse: 0.01 uC/cm2 in 1 ns, rise 3.739 mV
Capacitance from probe pulse = 2.674 uF/cm2
Opened at fastest fall: V after 10 us = 0.7141 V
Heat released in the run = 47.62 uJ/cm2
S-curve film: coercive field 1.2 MV/cm, capacitance at zero charge -6.42 uF/cm2
  resistor only: deviation growth rate = +0.6235 per us
  series 9 uF/cm2: deviation growth rate = +0.1791 per us
  series 4 uF/cm2: deviation growth rate = -0.3765 per us
Depth, activation spread 5 % = 0.1903 V; 10 % = 0.1274 V
Depth, dead layer 0.1 nm = 0.1794 V; 0.5 nm = 0.1166 V
Depth, nuclei starting at 3 nm radius = 0.1622 V
Depth, 20 pF stray capacitance = 0.1986 V
Depth at 358 K, activation field scaled as 1/T from 300 K = 0.2011 V
Tunnelling at 2.5 V (2 eV barrier, mass 0.2) = 2.4e-08 A/cm2
Leakage equal to 1 % of floor current = 0.055 A/cm2
Largest field / rough breakdown field (4 MV/cm) = 0.62
Heating if no heat escaped = 17.6 K
Heat escape time from film = 0.27 ns
Heating with escape: film 0.81 mK, substrate 27.0 mK
```
